**Static polarizability of the two-electron Hubbard dimer: exact, RHF and UHF**

With hopping $t$, on-site repulsion $U$, site distance $a$ and $R=\sqrt{U^2+16t^2}$, the exact polarizability is $32a^2t^2/[R(R+U)^2]$, which tends to $8a^2t^2/U^3$. Coupled restricted Hartree-Fock (RHF) gives $a^2/(2t+U)$, which tends to $a^2/U$. The program diagonalizes the two-electron Hamiltonian in a small field, solves the restricted and unrestricted (UHF) mean-field equations in that field, and asserts that the responses agree with the closed formulas over a range of $U/t$. It also asserts the limiting powers, the first corrections, the ionic weights, the single dipole-active state and the onset of spin breaking at $U>2t$. Further assertions cover the replacement of $U$ by $U-V$ for an intersite repulsion $V$, and the thermal dilution by triplets. For $t=0.02$ hartree, $U=0.4$ hartree and $a=5$ bohr the output shows 1.20 bohr³ (exact), 56.8 bohr³ (RHF) and 0.62 bohr³ (UHF). The printed logarithmic slopes approach −3 for the exact result and −1 for RHF.

## Numerical check

```python
"""Static polarizability of the symmetric Hubbard dimer with two electrons.

Results under test (Hartree atomic units):
  exact            alpha = 32 a^2 t^2 / (R (R+U)^2),  R = sqrt(U^2 + 16 t^2)
                   -> 8 a^2 t^2 / U^3 at large U
  restricted HF    alpha = a^2 / (2t + U)  -> a^2 / U at large U
  unrestricted HF  alpha = 4 a^2 t^2 / (U (U^2 + 4 t^2))  for U > 2t
Symbols: t hopping, U on-site repulsion, a site distance, F field,
f = a F energy difference between the sites made by the field,
X = (n1 - n2)/2 charge displacement, dipole = -a <X>.
The left sides come from diagonalization or self-consistency in a field.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq

t, U0, a = 0.02, 0.4, 5.0
I2 = np.eye(2)
P1, P2 = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
# Basis: (site of up electron) x (site of down electron)
n1 = np.kron(P1, I2) + np.kron(I2, P1)
n2 = np.kron(P2, I2) + np.kron(I2, P2)
X = (n1 - n2) / 2
double = np.kron(P1, P1) + np.kron(P2, P2)


def one_body(f):
    return np.array([[f / 2, -t], [-t, -f / 2]])


def hamiltonian(U, f=0.0, V=0.0):
    h = one_body(f)
    return np.kron(h, I2) + np.kron(I2, h) + U * double + V * n1 @ n2


def small_field(U):
    return 1e-4 * max(t, U)


def alpha_exact(U, f=None):
    f = small_field(U) if f is None else f
    v = np.linalg.eigh(hamiltonian(U, f))[1][:, 0]
    return -a**2 * (v @ X @ v) / f


def lowest(h):
    return np.linalg.eigh(h)[1][:, 0]


def rhf_output(x, U, f):
    """Displacement produced by the mean field of displacement x."""
    orb = lowest(one_body(f) + U / 2 * np.diag([1 + x, 1 - x]))
    return orb[0]**2 - orb[1]**2


def alpha_rhf(U):
    f = small_field(U)
    x = brentq(lambda y: rhf_output(y, U, f) - y, -1, 1, xtol=1e-15)
    return -a**2 * x / f


def uhf_orbitals(U, f=0.0):
    up, dn = np.array([1.0, 0.0]), np.array([0.0, 1.0])
    for _ in range(300):
        up = lowest(one_body(f) + U * np.diag(dn**2))
        dn = lowest(one_body(f) + U * np.diag(up**2))
    return up, dn


def alpha_uhf(U):
    f = small_field(U)
    det = np.kron(*uhf_orbitals(U, f))
    return -a**2 * (det @ X @ det) / f


def slope(func, U):
    s = 1.01
    return np.log(func(U * s) / func(U / s)) / (2 * np.log(s))


def formula_exact(U):
    R = np.sqrt(U**2 + 16 * t**2)
    return 32 * a**2 * t**2 / (R * (R + U)**2)


def formula_rhf(U):
    return a**2 / (2 * t + U)


def formula_uhf(U):
    return 4 * a**2 * t**2 / (U * (U**2 + 4 * t**2))


# Polarizability formulas against the field response
for ratio in (0, 0.5, 2, 4, 10, 20, 100):
    U = ratio * t
    assert np.isclose(alpha_exact(U), formula_exact(U), rtol=1e-5)
    assert np.isclose(alpha_rhf(U), formula_rhf(U), rtol=1e-5)
for ratio in (3, 4, 10, 20, 100):
    U = ratio * t
    assert np.isclose(alpha_uhf(U), formula_uhf(U), rtol=1e-5)

# Asymptotic powers, prefactors and first corrections
assert abs(slope(alpha_exact, 1000 * t) + 3) < 0.005
assert abs(slope(alpha_rhf, 1000 * t) + 1) < 0.005
Ub = 100 * t
corr_exact = (alpha_exact(Ub) * Ub**3 / (8 * a**2 * t**2) - 1) * 100**2
corr_rhf = (alpha_rhf(Ub) * Ub / a**2 - 1) * 100
assert abs(corr_exact + 16) < 0.1
assert abs(corr_rhf + 2) < 0.05

# Spectrum, ionic weight and the single dipole-active state
energies, states = np.linalg.eigh(hamiltonian(U0))
ground = states[:, 0]
R0 = np.sqrt(U0**2 + 16 * t**2)
w_exact = ground @ double @ ground
moments = (states.T @ X @ ground)**2
active = int(np.argmax(moments))
gap = energies[active] - energies[0]
assert np.isclose(energies[0], (U0 - R0) / 2, atol=1e-12)
assert np.isclose(w_exact, (R0 - U0) / (2 * R0), atol=1e-12)
assert np.isclose(gap, (U0 + R0) / 2, atol=1e-12)
assert np.isclose(moments[active], w_exact, atol=1e-12)
assert np.isclose(moments.sum(), moments[active], atol=1e-12)

# Restricted determinant energy as a function of displacement and phase
f_test = 0.03
for angle in np.linspace(0.05, 1.5, 12):
    orb = np.array([np.cos(angle), np.sin(angle)])
    det = np.kron(orb, orb)
    x = det @ X @ det
    e_det = det @ hamiltonian(U0, f_test) @ det
    e_formula = (-2 * t * np.sqrt(1 - x**2) + U0 * (1 + x**2) / 2
                 + f_test * x)
    assert np.isclose(e_det, e_formula, atol=1e-12)
    twisted = orb * np.array([1, np.exp(0.7j)])
    dt = np.kron(twisted, twisted)
    assert (dt.conj() @ hamiltonian(U0, f_test) @ dt).real > e_det

# Frozen mean field gives the uncoupled response
f0 = small_field(t)
alpha_frozen = -a**2 * rhf_output(0.0, U0, f0) / f0
assert np.isclose(alpha_frozen, a**2 / (2 * t), rtol=1e-5)

# Ionic weights of the determinants and the onset of spin breaking
bond = lowest(one_body(0.0))
rdet = np.kron(bond, bond)
udet = np.kron(*uhf_orbitals(U0))
w_rhf, w_uhf = rdet @ double @ rdet, udet @ double @ udet
assert np.isclose(w_rhf, 0.5, atol=1e-12)
assert np.isclose(w_uhf, 2 * t**2 / U0**2, atol=1e-10)
for ratio in (1.0, 1.8, 2.2, 4.0):
    H = hamiltonian(ratio * t)
    d = np.kron(*uhf_orbitals(ratio * t))
    gain = rdet @ H @ rdet - d @ H @ d
    assert (gain > 1e-5 * t) if ratio > 2 else (abs(gain) < 1e-9 * t)
e_rhf = rdet @ hamiltonian(U0) @ rdet
e_uhf = udet @ hamiltonian(U0) @ udet

# Intersite repulsion acts as a reduction of U plus a constant
V = 1 / a
assert np.allclose(hamiltonian(U0, 0.01, V),
                   hamiltonian(U0 - V, 0.01) + V * np.eye(4))

# Thermal response, including the two spin-polarized triplet states
hartree = sc.physical_constants["Hartree energy"][0]
T = 300.0
kT = sc.k * T / hartree
f_th = small_field(U0)
e_f, v_f = np.linalg.eigh(hamiltonian(U0, f_th))
x_f = np.einsum("ik,ij,jk->k", v_f, X, v_f)
boltz = np.exp(-(e_f - e_f[0]) / kT)
Z = boltz.sum() + 2 * np.exp(e_f[0] / kT)
alpha_T = -a**2 * (boltz @ x_f) / Z / f_th
J = -energies[0]
assert np.isclose(alpha_T, formula_exact(U0) / (1 + 3 * np.exp(-J / kT)),
                  rtol=1e-5)

# Finite field
F_big = 0.002
nonlinear = alpha_exact(U0, a * F_big) / alpha_exact(U0) - 1

# Free hydrogen atom: radial first-order equation for the p response
dr = 0.005
r = dr * np.arange(1, 6001)
u0 = 2 * r * np.exp(-r)
band = np.zeros((3, r.size))
band[0, 1:] = band[2, :-1] = -0.5 / dr**2
band[1] = 1 / dr**2 + 1 / r**2 - 1 / r + 0.5
response = solve_banded((1, 1), band, r * u0)
alpha_H = 2 / 3 * dr * np.sum(u0 * r * response)
assert abs(alpha_H - 4.5) < 1e-3

ax, ar, au = alpha_exact(U0), alpha_rhf(U0), alpha_uhf(U0)
A3 = (sc.physical_constants["Bohr radius"][0] * 1e10)**3
print(f"hopping t = {t:.3f} hartree")
print(f"on-site repulsion U = {U0:.3f} hartree")
print(f"site distance a = {a:.1f} bohr")
print(f"U/t = {U0/t:.1f}")
print(f"R = {R0:.6f} hartree")
print(f"exact ground energy = {energies[0]:.6f} hartree")
print(f"gap to dipole-active state = {gap:.6f} hartree")
print(f"ionic weight, exact = {w_exact:.6f}")
print(f"ionic weight, RHF = {w_rhf:.6f}")
print(f"ionic weight, UHF = {w_uhf:.6f}")
print(f"determinant energy, RHF = {e_rhf:.6f} hartree")
print(f"determinant energy, UHF = {e_uhf:.6f} hartree")
print(f"alpha exact = {ax:.4f} bohr^3 = {ax*A3:.4f} angstrom^3")
print(f"alpha coupled RHF = {ar:.4f} bohr^3 = {ar*A3:.4f} angstrom^3")
print(f"alpha UHF = {au:.4f} bohr^3")
print(f"alpha uncoupled RHF = {alpha_frozen:.2f} bohr^3")
print(f"limit 8a^2t^2/U^3 = {8*a**2*t**2/U0**3:.4f} bohr^3")
print(f"limit a^2/U = {a**2/U0:.4f} bohr^3")
print(f"ratio RHF/exact = {ar/ax:.3f}")
print(f"limit of ratio U^2/(8t^2) = {U0**2/(8*t**2):.3f}")
print(f"scaled first correction at U/t=100, exact = {corr_exact:.3f}")
print(f"scaled first correction at U/t=100, RHF = {corr_rhf:.3f}")
print(f"alpha at U=0: exact {alpha_exact(0):.2f}, "
      f"RHF {alpha_rhf(0):.2f} bohr^3")
print("Table: alpha in bohr^3, slope = dln(alpha)/dln(U)")
print("U/t   exact        slope    RHF        slope    UHF")
for ratio in (4, 10, 20, 50, 100, 200):
    U = ratio * t
    print(f"{ratio:<5d} {alpha_exact(U):<12.6f} "
          f"{slope(alpha_exact, U):<8.4f} {alpha_rhf(U):<10.4f} "
          f"{slope(alpha_rhf, U):<8.4f} {alpha_uhf(U):.6f}")
print(f"intersite V = 1/a = {V:.3f} hartree")
print(f"alpha exact with V = {alpha_exact(U0-V):.4f} bohr^3")
print(f"alpha RHF with V = {alpha_rhf(U0-V):.4f} bohr^3")
print(f"singlet-triplet splitting J = {J:.6f} hartree")
print(f"kT at {T:.0f} K = {kT:.6f} hartree")
print(f"alpha exact at {T:.0f} K = {alpha_T:.4f} bohr^3")
print(f"test field = {F_big:.4f} hartree/(e bohr)")
print(f"change of dipole/field at test field = {100*nonlinear:.3f} %")
print(f"alpha of two free H atoms = {2*alpha_H:.3f} bohr^3")
print("verified")
```

Output:

```
hopping t = 0.020 hartree
on-site repulsion U = 0.400 hartree
site distance a = 5.0 bohr
U/t = 20.0
R = 0.407922 hartree
exact ground energy = -0.003961 hartree
gap to dipole-active state = 0.403961 hartree
ionic weight, exact = 0.009710
ionic weight, RHF = 0.500000
ionic weight, UHF = 0.005000
determinant energy, RHF = 0.160000 hartree
determinant energy, UHF = -0.002000 hartree
alpha exact = 1.2018 bohr^3 = 0.1781 angstrom^3
alpha coupled RHF = 56.8182 bohr^3 = 8.4196 angstrom^3
alpha UHF = 0.6188 bohr^3
alpha uncoupled RHF = 625.00 bohr^3
limit 8a^2t^2/U^3 = 1.2500 bohr^3
limit a^2/U = 62.5000 bohr^3
ratio RHF/exact = 47.277
limit of ratio U^2/(8t^2) = 50.000
scaled first correction at U/t=100, exact = -15.976
scaled first correction at U/t=100, RHF = -1.961
alpha at U=0: exact 625.00, RHF 625.00 bohr^3
Table: alpha in bohr^3, slope = dln(alpha)/dln(U)
U/t   exact        slope    RHF        slope    UHF
4     75.825215    -1.9142  208.3333   -0.6667  62.500001
10    8.608832     -2.7190  104.1667   -0.8333  4.807692
20    1.201808     -2.9227  56.8182    -0.9091  0.618812
50    0.079491     -2.9873  24.0385    -0.9615  0.039936
100   0.009984     -2.9968  12.2549    -0.9804  0.004998
200   0.001250     -2.9992  6.1881     -0.9901  0.000625
intersite V = 1/a = 0.200 hartree
alpha exact with V = 8.6088 bohr^3
alpha RHF with V = 104.1667 bohr^3
singlet-triplet splitting J = 0.003961 hartree
kT at 300 K = 0.000950 hartree
alpha exact at 300 K = 1.1485 bohr^3
test field = 0.0020 hartree/(e bohr)
change of dipole/field at test field = 0.119 %
alpha of two free H atoms = 9.000 bohr^3
verified
```
